# The Korhonen Equation for Stress in a Confined Line with Electron Wind, part 2

A current pushes atoms along a long, thin metal line lying along \(x\) and bonded on all sides to a stiff dielectric. Where atoms arrive the line goes into compression, and where they leave, into tension. The hydrostatic stress \(\sigma\) is positive in tension. The stress-free volume of added atoms, per unit reference volume, is \(\theta\).

The metal has bulk modulus \(K\) and shear modulus \(G\). The dielectric, taken as unbounded, has shear modulus \(G_m\) and other Lamé constant \(\lambda_m\). Its radial displacement has the form \(u=c_1r+c_2/r\). The line has a circular section of radius \(R\) and radial strain \(a\), and \(\theta\) varies slowly over \(R\). If atoms redistribute quickly among the boundaries within a cross-section, \(\sigma=-2G_ma\) and

\[
\sigma=-B\theta,\qquad \frac1B=\frac1K+\frac1{G_m}.
\tag{3}
\]

If instead they add equal strain in all directions, without redistribution, \(G_m+G/3\) replaces \(G_m\) for the mean stress. With an initial misfit volume \(\theta_i\), \(\sigma=-B(\theta_i+\theta)\).

The atomic flux \(J\), positive along \(+x\), is

\[
J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right),
\tag{6}
\]

provided that the work done on an atom in one hop is far below \(kT\). Here \(D\) is the diffusivity, \(\Omega\) the volume per atom, \(k\) Boltzmann's constant and \(T\) the temperature. The force of the electron wind and field is

\[
F=Z^*e\rho j,
\tag{5}
\]

with effective charge number \(Z^*\) (negative when the electrons dominate), elementary charge \(e>0\), resistivity \(\rho\) and conventional current density \(j\), positive along \(+x\).

The fraction of vacant sites is \(c=c_0e^{\Omega\sigma/kT}\). Vacancy storage is neglected on the condition that \(cB\Omega/kT\) is small.

Conservation of atoms then gives the Korhonen equation:

\[
\boxed{\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+\frac{Z^*e\rho j}{\Omega}\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}}
\tag{7}
\]

**Q:** The last term is called a source. But if the line is uniform, its derivative is zero, and your source has disappeared.

**A:** It has, from the interior. Write \(g=F/\Omega\), a stress gradient. The source is \(\partial(\kappa g)/\partial x\), the divergence of the wind flux, and not the wind itself. In a uniform line every interior slice receives as many atoms from the wind as it loses. The wind then acts through the ends. If no atoms pass there, as at a barrier layer, \(J=0\) and

\[
\frac{\partial\sigma}{\partial x}=-g\qquad\text{at } x=0 \text{ and } x=L .
\tag{8}
\]

I take \(g>0\), so the atoms are pushed towards \(x=L\). The end \(x=0\), where electrons enter, is the cathode end.

**Q:** Does the stress grow for as long as the current flows?

**A:** Not between blocked ends. Integrating (7) over the line gives no change of \(\int_0^L\sigma\,dx\), since the flux vanishes at both ends. A steady state has the same flux everywhere, hence none, so \(\partial\sigma/\partial x=-g\) throughout. For zero initial stress the integral stays zero, and

\[
\sigma_\infty=g\left(\frac L2-x\right).
\tag{9}
\]

The cathode end is in tension \(gL/2\), and the other end is in equal compression. The stress gradient drives atoms back as fast as the wind drives them forward. This is a balance of forces and not thermal equilibrium, because the current still dissipates heat.

If a void forms at a tension \(\sigma_c\), the line stays below it when \(gL/2<\sigma_c\), that is, when

\[
|j|L<\frac{2\Omega\sigma_c}{|Z^*|e\rho}.
\tag{10}
\]

The limit contains neither \(D\) nor \(B\), which set how fast the steady state is approached. It holds for blocked ends and zero initial stress.

**Q:** How is that state reached?

**A:** Take \(\kappa\) and \(g\) uniform and put \(\sigma=\sigma_\infty+v\). Then \(v\) obeys \(\partial v/\partial t=\kappa\,\partial^2v/\partial x^2\) with zero slope at both ends, and \(v=-\sigma_\infty\) at \(t=0\). The functions \(\cos(n\pi x/L)\) have zero slope at the ends and decay as \(e^{-n^2\pi^2\kappa t/L^2}\). The coefficients of \(L/2-x\) follow by partial integration, in which the boundary term vanishes:

\[
\frac2L\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=\frac{2}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx
=\frac{2L}{n^2\pi^2}\left[1-(-1)^n\right].
\]

Only odd \(n\) remain, and

\[
\sigma=g\left[\frac L2-x-\sum_{n\ \rm odd}\frac{4L}{n^2\pi^2}\cos\frac{n\pi x}{L}\;e^{-n^2\pi^2\kappa t/L^2}\right].
\tag{11}
\]

The slowest term decays with time constant \(L^2/(\pi^2\kappa)\).

**Q:** A void may form long before that. What happens early at the cathode end?

**A:** The far end is not yet felt, so let the line extend over \(x>0\). The slope \(p=\partial\sigma/\partial x\) obeys the same diffusion equation, with \(p=-g\) at \(x=0\) and \(p=0\) initially. Try \(p=-g\,h(y)\) with \(y=x/(2\sqrt{\kappa t})\). Then

\[
\frac{\partial p}{\partial t}=\frac{g\,y\,h'}{2t},\qquad
\kappa\frac{\partial^2p}{\partial x^2}=-\frac{g\,h''}{4t}
\quad\Rightarrow\quad h''+2yh'=0 .
\]

Hence \(h'\propto e^{-y^2}\). With \(h(0)=1\) and \(h(\infty)=0\), \(h\) is the complementary error function \(\operatorname{erfc}y\). Since \(\sigma\) vanishes far away,

\[
\sigma(0,t)=-\int_0^\infty p\,dx=2g\sqrt{\kappa t}\int_0^\infty\operatorname{erfc}y\,dy=2g\sqrt{\frac{\kappa t}{\pi}} .
\tag{12}
\]

The integral is \(1/\sqrt\pi\): by parts it equals \((2/\sqrt\pi)\int_0^\infty ye^{-y^2}dy\). Setting (12) equal to \(\sigma_c\) gives

\[
t_c=\frac{\pi\sigma_c^2}{4g^2\kappa}.
\tag{13}
\]

At fixed temperature and resistivity this varies as \(j^{-2}\), as long as the far end is not felt. In a finite line the time grows faster as the current falls, and it diverges as \(|j|L\) comes down to the limit (10). For the 50 µm line worked below, the finite-line time is 21.5 h at 1.0 MA/cm² against 20.1 h from (13), and 44 h at 0.8 MA/cm² against 31 h.

**Q:** I still want to see the source act inside a line.

**A:** Let \(\kappa\) change from \(\kappa_1\) to \(\kappa_2\) at a point far from both ends, because \(D\) changes there. Let the slopes just before and after it be \(p_1\) and \(p_2\), constant in time as in the previous problem. On the right, (12) with \(-g\) replaced by \(p_2\) gives \(\sigma=-2p_2\sqrt{\kappa_2t/\pi}\). On the left, the mirror image gives \(\sigma=2p_1\sqrt{\kappa_1t/\pi}\). The stress is continuous, so \(p_1\sqrt{\kappa_1}=-p_2\sqrt{\kappa_2}=S\). The flux is continuous too:

\[
\kappa_1(p_1+g)=\kappa_2(p_2+g)
\;\Rightarrow\;
S(\sqrt{\kappa_1}+\sqrt{\kappa_2})=g(\kappa_2-\kappa_1).
\]

Thus \(S=g(\sqrt{\kappa_2}-\sqrt{\kappa_1})\), and at the step

\[
\sigma=2g\left(\sqrt{\kappa_2}-\sqrt{\kappa_1}\right)\sqrt{\frac t\pi}.
\tag{14}
\]

Where diffusion becomes slower along the wind, atoms pile up and the stress is compressive. Where it becomes faster, tension appears. With \(\kappa_1=0\) nothing arrives from the left, and (12) returns.

**Q:** Give me a line with numbers.

**A:** I choose rough values in the regime of a copper interconnect in oxide under accelerated test. They are \(T=573\) K, \(K=140\) GPa, \(G_m=30\) GPa, \(\Omega=0.0118\) nm³, \(D=1.0\times10^{-12}\) cm²/s, \(Z^*=-1.0\), \(\rho=4.0\) µΩ cm, \(j=-2.0\) MA/cm² and \(L=50\) µm. The section is 0.20 µm square, replaced by a circle of equal area with \(R=0.113\) µm. The circle is a simplification: sharp corners make the hole easier to widen. For a true square in an unbounded dielectric with Poisson's ratio 0.20, a numerical solution of the elastic problem gives a \(B\) about 20 % lower, which by (13) makes \(t_c\) about a quarter longer. The figures below are for the circle. The threshold \(\sigma_c=100\) MPa is chosen for illustration.

The modulus is \(B=140\times30/170=24.7\) GPa. With \(kT=0.0494\) eV, \(B\Omega/kT=36.9\), so \(\kappa=3.69\times10^{-11}\) cm²/s. The field has magnitude \(4.0\times10^{-6}\times2.0\times10^{6}=8.0\) V/cm, which makes the force \(8.0\times10^{-4}\) eV/µm. Since 1 eV/nm³ is 160.2 MPa,

\[
g=\frac{8.0\times10^{-4}}{0.0118}\times160.2=10.9\ \text{MPa/µm}.
\]

The steady tension would be \(gL/2=272\) MPa, approached with a time constant of 19 h. The threshold comes earlier. The length \(\sigma_c/g\) is 9.21 µm, or \(9.21\times10^{-4}\) cm, and

\[
t_c=\frac{\pi\,(9.21\times10^{-4})^2}{4\times3.69\times10^{-11}}
=1.81\times10^4\ \text{s}=5.0\ \text{h}.
\]

By then \(\sqrt{\kappa t_c}=8.2\) µm. The influence of the far end carries the factor \(e^{-L^2/4\kappa t_c}\approx10^{-4}\), so (12) applies. From (10), the critical length at this current is \(2\times9.21=18.4\) µm, and the critical product is about 3700 A/cm.

For the interior source, let \(D\) fall fourfold along the wind at mid-line. After 1.25 h, (14) gives −25 MPa at the step, while the cathode end has reached 50 MPa.

**Q:** Your 5 h rests on a pile of assumptions. Which one hurts most?

**A:** Among those I can size, zero initial stress. Let the line be stress-free at 623 K, and let its linear expansion coefficient exceed that of its surroundings by 15 ppm/K, both rough values. Cooling by 50 K leaves a misfit volume \(\theta_i=-3\times15\times10^{-6}\times50\), and once atoms have redistributed across the section the tension is \(-B\theta_i=56\) MPa. The wind then has to supply 44 MPa instead of 100. As \(t_c\) varies with the square of this number, it shrinks by the factor 0.20, to about 1 h. The critical product falls to 0.44 of its value, about 1600 A/cm.

At a use temperature of 378 K the same elastic estimate gives 272 MPa after redistribution, which is slower there, and a higher mean tension before it. Either value is above the chosen threshold before any current flows. With an activation energy of 0.9 eV, \(D\) is also lower there by a factor \(8\times10^{-5}\). The zero-stress time must therefore not be scaled to use conditions and called a lifetime.

**Q:** And the modulus? You assumed fast redistribution and an endless dielectric.

**A:** Without redistribution, and with a metal shear modulus of 45 GPa, \(G_m\) is replaced by \(30+45/3=45\) GPa and \(B\) rises to 34 GPa. For the same threshold in mean stress, \(t_c\) falls to 3.6 h. Redistribution across the section should take about \(R^2/\kappa=3.5\) s if the same \(\kappa\) governs it, so the softer value suits a test of hours.

For a dielectric that ends at a free surface of radius \(R_o\), keep both terms of \(u=c_1r+c_2/r\). The radial stress is \(2(\lambda_m+G_m)c_1-2G_mc_2/r^2\). It vanishes at \(R_o\) if \(c_1=(1-2\nu)c_2/R_o^2\), where \(\nu\) is Poisson's ratio and \(G_m/(\lambda_m+G_m)=1-2\nu\). With \(q=R^2/R_o^2\), the ratio of pressure to \(2a\) at the line is

\[
G_{\rm eff}=G_m\frac{1-q}{1+(1-2\nu)q}.
\]

For \(R_o=5R\) and \(\nu=0.20\) this is 28.1 GPa, and \(B=23.4\) GPa, 5 % below the unbounded value.

**Q:** Tension should also loosen the lattice and speed up diffusion.

**A:** Suppose \(D\) is multiplied by \(e^{\Omega\sigma/kT}\), as the vacancy fraction would be. At threshold \(\Omega\sigma_c/kT=0.15\), so \(D\) rises by 16 % at the cathode end. I followed this case numerically, with the line divided into 100 cells and the exchange of atoms between neighbours stepped forward in time. The threshold is reached at 4.9 h, about 3 % earlier than with constant \(D\).

Equation (7) also restrains the change. Integrate it from the blocked end to a point the stress has not reached. The result is \(\int\sigma\,dx=\kappa gt\), with \(\kappa\) taken at zero stress. In the 50 µm line the stress has just begun to reach the middle by 5 h, and the area on the tensile side is about 1 % below this value. Faster diffusion near the end reshapes the profile but cannot change its area. The area alone does not fix the stress at the end, so the figure of 3 % rests on the numerical run.

**Q:** The remaining approximations?

**A:** Apart from the corners of the section, whose effect was given with the input values, those I can list are smaller here.

- **Joule heating.** The line dissipates \(\rho j^2\) times its area per unit length, 0.64 W/m. With a heat sink plane at distance \(b=1\) µm and a dielectric conductivity \(k_d=1.2\) W/(m K), an image source gives a rise of \((0.64\ \text{W/m})\ln(2b/R)/(2\pi k_d)=0.24\) K. This raises \(D\) by 0.8 %.
- **Vacancy storage.** For a formation energy of 1.2 eV and \(c=e^{-1.2\,{\rm eV}/kT}\), the ratio \(cB\Omega/kT\) is \(10^{-9}\).
- **Finite strain.** At threshold \(|\theta|=\sigma_c/B=0.4\) %.
- **Slow variation.** The radius of 0.11 µm is far below the 8.2 µm over which the stress varies at threshold.
- **Weak bias.** Over a hop of 0.3 nm the wind does \(2.4\times10^{-7}\) eV of work, far less than \(kT\).

**Q:** How near is all this to a real copper line?

**A:** The temperature and current density are in the range of accelerated tests. The critical product depends on the chosen threshold and charge number, so its value here is no test of the model. The diffusivity is the least certain input. It depends strongly on the interface between copper and its capping layer, and \(t_c\) varies as \(1/D\). Many present lines are much narrower than 0.2 µm, which raises the resistivity. Many also lie in porous dielectrics far softer than oxide. With \(G_m=5\) GPa and all else fixed, \(B=140\times5/145=4.8\) GPa, and \(t_c\) grows fivefold to about 26 h. The critical product does not change, provided that \(\sigma_c\) and the initial stress stay the same. A real line can start under thermal stress, and in the estimate above this stress shortened \(t_c\) fivefold. It also has grains, so \(D\) can vary along the line, and by (14) further places of tension or compression then appear inside it.

**Q:** Does the line fail at \(t_c\)?

**A:** Equation (7) does not say so. At \(t_c\) the tension reaches the value assumed for void formation. A void has a free surface, so the blocked-end condition (8) no longer holds there. The stress at that end drops, and the void grows as atoms leave its edge. The resistance at which a circuit fails depends on that growth and on whether a liner carries the current past the void. That stage needs a new boundary condition and an equation for the moving edge.

Numerical values quoted here were computed with a short program.
